# Why a Nonwetting Film Need Not Rupture Spontaneously: a program that tests the result

```python
"""
Result under test: a thick, flat, isotropic film is stable to small ripples
even when it does not wet its substrate. Holes must pass an energy barrier;
grain-boundary grooves and free edges offer routes without one.

Symbols: h thickness, gamma surface energy, theta Young contact angle,
a and k ripple amplitude and wavenumber, B surface-diffusion coefficient,
c neck radius of a catenoid, L outer radius at which the film has height h,
A Hamaker constant (positive: attraction of the faces thins the film).
Tests use scaled units; the worked example uses SI units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar

pi = np.pi

# ---------- rough inputs: indium on oxidised silicon ----------
h = 100e-9
T = 400.0
gamma = 0.6
theta = np.radians(120.0)
density = 7310.0
atom_mass = 114.82 * const.atomic_mass
D_s = 1e-10
hamaker = 4e-19
gb_ratio = 1 / 3
stress, young, poisson = 10e6, 11e9, 0.45
aniso = 0.02
p_vapour_torr = 1e-15
L_outer = 5e-6
strip = 10e-6
ripple_a, ripple_wl = 10e-9, 1e-6
kT = const.k * T
eV = const.e
year = const.year
omega = atom_mass / density
B = D_s * gamma * omega**2 * omega**(-2 / 3) / kT

# ---------- ripple energy, isotropic and anisotropic ----------
x = np.arange(256) * 2 * pi / 256


def ripple_cost(amplitude, eps):
    slope = -amplitude * np.sin(x)
    angle = np.arctan(slope)
    tension = 1 + eps * np.cos(4 * angle)
    return np.mean(tension * np.sqrt(1 + slope**2)) - (1 + eps)


for eps in (0.0, aniso, 0.1):
    measured = ripple_cost(1e-3, eps) / (1e-6 / 4)
    assert abs(measured - (1 - 15 * eps)) < 1e-3

# ---------- full surface-diffusion equation ----------


def velocity(height, k, A):
    """Scaled B = gamma = 1; one period of length 2 pi / k."""
    n = len(height)
    wave = 1j * k * np.fft.fftfreq(n, 1 / n)
    wave[n // 2] = 0

    def ddx(f):
        return np.fft.ifft(wave * np.fft.fft(f)).real

    def face_energy(z):
        return -A / (12 * pi * z**2)

    slope = ddx(height)
    curvature = -ddx(slope / np.sqrt(1 + slope**2))
    d = 1e-4
    pressure = (face_energy(height + d) - face_energy(height - d)) / (2 * d)
    flux_drive = ddx(curvature + pressure) / np.sqrt(1 + slope**2)
    return ddx(flux_drive)


phase = np.arange(64) * 2 * pi / 64


def measured_rate(k, A):
    amp = 1e-4
    v = velocity(1 + amp * np.cos(phase), k, A)
    return 2 * np.mean(v * np.cos(phase)) / amp


for k in (0.5, 1.0, 2.0):
    assert abs(measured_rate(k, 0.0) / (-k**4) - 1) < 1e-4
kc2 = 3.0
A_test = 2 * pi * kc2
for k in (0.7, 1.0, 2.0):
    expected = k**2 * (kc2 - k**2)
    assert abs(measured_rate(k, A_test) / expected - 1) < 1e-3
best = minimize_scalar(lambda k: -measured_rate(k, A_test),
                       bounds=(0.3, 1.7), method="bounded")
assert abs(-best.fun / (kc2**2 / 4) - 1) < 1e-3
assert abs(best.x / np.sqrt(kc2 / 2) - 1) < 1e-2

# A ripple reaching 90 % of the thickness must heal, not rupture.
deep = solve_ivp(lambda t, z: velocity(z, 1.0, 0.0), (0, 4),
                 1 + 0.9 * np.cos(phase), method="BDF",
                 t_eval=np.linspace(0, 4, 30), rtol=1e-6, atol=1e-8)
assert deep.success
closed = np.vstack([deep.y, deep.y[:1]])
lengths = np.hypot(np.diff(closed, axis=0), 2 * pi / 64).sum(axis=0)
assert np.all(np.diff(lengths) < 1e-6)
assert deep.y.min() > 0.1 - 1e-5
assert np.ptp(deep.y[:, -1]) < 0.1 * np.ptp(deep.y[:, 0])

# ---------- holes ----------


def wall_energy(R):
    """Straight-walled hole, scaled gamma = h = 1."""
    lost_top, new_wall = pi * R**2, 2 * pi * R
    return new_wall - lost_top + np.cos(theta) * pi * R**2


top = minimize_scalar(lambda R: -wall_energy(R), bounds=(0, 5),
                      method="bounded")
assert abs(top.x * (1 - np.cos(theta)) - 1) < 1e-4
assert abs(-top.fun * (1 - np.cos(theta)) / pi - 1) < 1e-6


def critical_hole(L):
    """Neck radius, contact radius, energy; scaled gamma = h = 1."""
    t1 = np.arcsinh(1 / np.tan(theta))
    c = brentq(lambda q: q * (np.arccosh(L / q) - t1) - 1, 1e-6, 1)
    energy = pi * (c + L * np.sqrt(L**2 - c**2) - L**2)
    return c, c / np.sin(theta), energy


L_scaled = L_outer / h
c0, R0, E0 = critical_hole(L_scaled)
n_nodes = 120
t = np.linspace(np.arcsinh(1 / np.tan(theta)),
                np.arccosh(L_scaled / c0), n_nodes + 1)
r_node, z_node = c0 * np.cosh(t), c0 * (t - t[0])
dir_r, dir_z = 1 / np.cosh(t), -np.tanh(t)
dir_r[0], dir_z[0] = 1.0, 0.0


def hole_energy(u):
    """Sum of cone areas; u moves all nodes but the fixed outer one."""
    u = np.concatenate([u, np.zeros(u.shape[:-1] + (1,))], axis=-1)
    r = r_node + u * dir_r
    z = z_node + u * dir_z
    dr, dz = np.diff(r, axis=-1), np.diff(z, axis=-1)
    side = np.sqrt(dr**2 + dz**2)
    area = pi * ((r[..., 1:] + r[..., :-1]) * side).sum(axis=-1)
    return area - pi * L_scaled**2 + pi * np.cos(theta) * r[..., 0]**2


def hole_gradient(u):
    tiny = 1e-30
    return hole_energy(u + 1j * tiny * np.eye(n_nodes)).imag / tiny


zero = np.zeros(n_nodes)
assert abs(z_node[-1] - 1) < 1e-9
assert abs(hole_energy(zero) / E0 - 1) < 5e-3
residual = np.abs(hole_gradient(zero)) / (2 * pi * r_node[:-1])
assert residual.max() < 0.01
step = 1e-5
hessian = np.array([(hole_gradient(step * e) - hole_gradient(-step * e))
                    / (2 * step) for e in np.eye(n_nodes)])
downhill = int((np.linalg.eigvalsh((hessian + hessian.T) / 2) < 0).sum())
assert downhill == 1
assert 0 < E0 < -top.fun
assert abs(pi * c0 * (1 - c0 / 2) / E0 - 1) < 1e-3

# ---------- grain-boundary groove ----------
beta = np.arcsin(gb_ratio / 2)
depth_ratio = (beta - np.sin(beta) * np.cos(beta)) / (4 * np.sin(beta)**2)
cells = 60
dx = 0.5 / cells
weight = 1 - (np.arange(cells) + 0.5) / cells


def groove_energy(slopes):
    """Grain spacing 1; the boundary ends at the groove root."""
    depth = dx * np.sum(slopes * weight)
    surface = 2 * dx * np.sum(np.sqrt(1 + slopes**2) - 1)
    return (surface - gb_ratio * depth) / dx


groove = minimize(groove_energy, np.zeros(cells), method="BFGS")
depth_num = dx * np.sum(groove.x * weight)
assert groove.fun < 0
assert abs(depth_num / depth_ratio - 1) < 2e-3

# ---------- strip with free edges (gamma = h = 1) ----------
W = strip / h


def ridge(phi):
    R = np.sqrt(W / (phi - np.sin(phi) * np.cos(phi)))
    width = 2 * R * np.sin(phi)
    return R, width, 2 * R * phi - width * np.cos(theta)


phi0 = brentq(lambda p: ridge(p)[1] - W, 1e-3, 1.5)
R_arc = ridge(phi0)[0]
xs = np.linspace(-W / 2, W / 2, 2001)
arc = np.sqrt(R_arc**2 - xs**2) - R_arc * np.cos(phi0)
relax = []
for s in np.linspace(0, 1, 41):
    shape = (1 - s) + s * arc
    top_length = np.hypot(np.diff(xs), np.diff(shape)).sum()
    relax.append(top_length + shape[0] + shape[-1])
assert np.all(np.diff(relax) < 0)
angles = np.linspace(phi0, theta, 4001)
_, widths, energies = ridge(angles)
assert np.all(np.diff(widths) < 0) and np.all(np.diff(energies) < 0)
slope_num = np.diff(energies) / np.diff(widths)
mid = (angles[1:] + angles[:-1]) / 2
assert np.max(np.abs(slope_num - np.cos(mid) + np.cos(theta))) < 1e-3
ridge_width, ridge_energy = widths[-1] * h, energies[-1]
flat_energy = W * (1 - np.cos(theta))
assert ridge_energy < flat_energy

# ---------- elastic relief from the stress field itself ----------
X, Y = sp.symbols("X Y", real=True)
K, Em, nu, tau = sp.symbols("K E nu tau", positive=True)
airy = tau / K * Y * sp.exp(K * Y) * sp.cos(K * X)
sxx, syy = sp.diff(airy, Y, 2), sp.diff(airy, X, 2)
sxy = -sp.diff(airy, X, Y)
biharmonic = (sp.diff(airy, X, 4) + 2 * sp.diff(airy, X, 2, Y, 2)
              + sp.diff(airy, Y, 4))
assert sp.simplify(biharmonic) == 0
assert syy.subs(Y, 0) == 0
assert sp.simplify(sxy.subs(Y, 0) - tau * sp.sin(K * X)) == 0
dens = (1 + nu) / (2 * Em) * ((1 - nu) * (sxx**2 + syy**2)
                              - 2 * nu * sxx * syy + 2 * sxy**2)
dens_num = sp.lambdify((X, Y, K, Em, nu, tau), dens, "numpy")
gx, gw = np.polynomial.laguerre.laggauss(30)
k_t, E_t, nu_t, tau_t = 1.7, 2.3, 0.3, 0.9
x_t = np.arange(32) * 2 * pi / (32 * k_t)
depths = gx / (2 * k_t)
vals = dens_num(x_t[:, None], -depths[None, :], k_t, E_t, nu_t, tau_t)
stored = np.sum(vals.mean(axis=0) * np.exp(gx) * gw) / (2 * k_t)
assert abs(stored / (tau_t**2 * (1 - nu_t**2) / (2 * E_t * k_t)) - 1) < 1e-8


def stress_rate(k):
    """Scaled gamma = B = a = 1, stress chosen to be 1."""
    relief = k * (1 - nu_t**2) / (2 * E_t)
    return -4 * k**2 * (k**2 / 4 - relief)


ks_t = 2 * (1 - nu_t**2) / E_t
fast = minimize_scalar(lambda k: -stress_rate(k), bounds=(0, ks_t),
                       method="bounded")
assert abs(-fast.fun / (27 * ks_t**4 / 256) - 1) < 1e-6

# ---------- thermal roughness: mode sum against logarithm ----------
M = 300
m = np.arange(-M, M + 1)
n2 = (m[:, None]**2 + m[None, :]**2).astype(float)
keep = (n2 > 0) & (n2 <= M**2)
mode_sum = np.sum(1 / (4 * pi**2 * n2[keep]))
# The logarithm omits a constant set by the longest few modes.
assert abs(mode_sum / (np.log(M) / (2 * pi)) - 1) < 0.10

# ---------- worked example ----------
k_r = 2 * pi / ripple_wl
cost = gamma * ripple_a**2 * k_r**2 / 4
R_wall = h / (1 - np.cos(theta))
E_wall = pi * gamma * h**2 / (1 - np.cos(theta))
E_hole = gamma * h**2 * E0
c_far, R_far, E_far = critical_hole(10 * L_scaled)
h_40 = h * np.sqrt(40 * kT / E_hole)
spacing = h / depth_ratio
k_vdw = np.sqrt(hamaker / (2 * pi * gamma * h**4))
t_vdw = 4 / (B * k_vdw**4)
h_hour = h * (3600 / t_vdw)**(1 / 8)
k_el = 2 * stress**2 * (1 - poisson**2) / (young * gamma)
t_el = 256 / (27 * B * k_el**4)
atom = omega**(1 / 3)
rough = np.sqrt(kT / (2 * pi * gamma) * np.log(2 * L_outer / atom))
p_pa = p_vapour_torr * const.torr
evap = p_pa * omega / np.sqrt(2 * pi * atom_mass * kT)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Film thickness", h * 1e9, "nm")
show("Temperature", T, "K")
show("Surface energy (rough)", gamma, "J/m2")
show("Contact angle (rough)", np.degrees(theta), "deg")
show("Density (rough)", density / 1000, "g/cm3")
show("Atomic volume", omega * 1e27, "nm3")
show("Surface diffusivity (assumed)", D_s * 1e4, "cm2/s")
show("Coefficient B", B * 1e36, "nm4/s")
show("Thermal energy kT", kT / eV, "eV")
show("Ripple amplitude", ripple_a * 1e9, "nm")
show("Ripple wavelength", ripple_wl * 1e9, "nm")
show("Ripple cost per area", cost * 1e3, "mJ/m2", 3)
show("Ripple cost per square wavelength", cost * ripple_wl**2 / eV, "eV", 3)
show("Ripple decay time", 1 / (B * k_r**4), "s", 3)
show("Deep-ripple test, initial thinnest/mean", deep.y[:, 0].min(), "", 3)
show("Deep-ripple test, final thinnest/mean", deep.y[:, -1].min(), "", 3)
show("Straight-wall critical radius", R_wall * 1e9, "nm", 3)
show("Straight-wall barrier", E_wall / eV, "eV", 3)
show("Outer radius for relaxed hole", L_outer * 1e9, "nm")
show("Relaxed neck radius c", c0 * h * 1e9, "nm", 3)
show("Relaxed contact radius", R0 * h * 1e9, "nm", 3)
show("Relaxed barrier", E_hole / eV, "eV", 3)
show("Relaxed barrier / kT", E_hole / kT, "", 3)
show("Downhill directions at critical hole", downhill, "")
show("Barrier with tenfold outer radius", E_far * gamma * h**2 / eV, "eV", 3)
show("Thickness for 40 kT barrier, L/h fixed", h_40 * 1e9, "nm", 2)
show("Grain-boundary/surface energy (assumed)", gb_ratio, "", 3)
show("Groove angle beta", np.degrees(beta), "deg", 3)
show("Groove depth / grain spacing", depth_ratio, "", 3)
show("Critical grain spacing", spacing * 1e9, "nm", 3)
show("Strip width", strip * 1e9, "nm")
show("Arc angle at full strip width", np.degrees(phi0), "deg", 3)
show("Final ridge width", ridge_width * 1e9, "nm", 3)
show("Ridge energy / flat-film energy", ridge_energy / flat_energy, "", 3)
show("Hamaker constant (rough)", hamaker / eV, "eV", 2)
show("Face attraction: cutoff wavelength", 2e6 * pi / k_vdw, "um", 3)
show("Face attraction: fastest growth time", t_vdw / year, "years", 2)
show("Thickness for one-hour growth time", h_hour * 1e9, "nm", 2)
show("Film stress (assumed)", stress / 1e6, "MPa")
show("Young modulus (rough)", young / 1e9, "GPa")
show("Poisson ratio (rough)", poisson, "")
show("Stress: cutoff wavelength", 2e6 * pi / k_el, "um", 3)
show("Stress: fastest growth time", t_el / year, "years", 2)
show("Anisotropy epsilon (assumed)", aniso, "")
show("Ripple stiffness / gamma", 1 - 15 * aniso, "", 3)
show("Thermal rms roughness", rough * 1e9, "nm", 2)
show("Vapour pressure ceiling (assumed)", p_vapour_torr, "Torr")
show("Evaporation at that ceiling", evap * year * 1e9, "nm/year", 2)
print("all tests passed")
```

Printed output:

```
Film thickness: 100 nm
Temperature: 400 K
Surface energy (rough): 0.6 J/m2
Contact angle (rough): 120 deg
Density (rough): 7.31 g/cm3
Atomic volume: 0.02608 nm3
Surface diffusivity (assumed): 1e-06 cm2/s
Coefficient B: 8.404e+07 nm4/s
Thermal energy kT: 0.03447 eV
Ripple amplitude: 10 nm
Ripple wavelength: 1000 nm
Ripple cost per area: 0.592 mJ/m2
Ripple cost per square wavelength: 3.7e+03 eV
Ripple decay time: 7.63 s
Deep-ripple test, initial thinnest/mean: 0.1
Deep-ripple test, final thinnest/mean: 0.977
Straight-wall critical radius: 66.7 nm
Straight-wall barrier: 7.84e+04 eV
Outer radius for relaxed hole: 5000 nm
Relaxed neck radius c: 14.1 nm
Relaxed contact radius: 16.2 nm
Relaxed barrier: 1.54e+04 eV
Relaxed barrier / kT: 4.46e+05
Downhill directions at critical hole: 1
Barrier with tenfold outer radius: 1.15e+04 eV
Thickness for 40 kT barrier, L/h fixed: 0.95 nm
Grain-boundary/surface energy (assumed): 0.333
Groove angle beta: 9.59 deg
Groove depth / grain spacing: 0.028
Critical grain spacing: 3.57e+03 nm
Strip width: 1e+04 nm
Arc angle at full strip width: 3.44 deg
Final ridge width: 1.09e+03 nm
Ridge energy / flat-film energy: 0.212
Hamaker constant (rough): 2.5 eV
Face attraction: cutoff wavelength: 193 um
Face attraction: fastest growth time: 1.3e+03 years
Thickness for one-hour growth time: 13 nm
Film stress (assumed): 10 MPa
Young modulus (rough): 11 GPa
Poisson ratio (rough): 0.45
Stress: cutoff wavelength: 260 um
Stress: fastest growth time: 1e+04 years
Anisotropy epsilon (assumed): 0.02
Ripple stiffness / gamma: 0.7
Thermal rms roughness: 0.12 nm
Vapour pressure ceiling (assumed): 1e-15 Torr
Evaporation at that ceiling: 0.0013 nm/year
all tests passed
```
